# Why bond interference narrows the Compton profile of H2 along the bond

## Question

The Compton profile of H$_2$ depends on whether electron momentum is measured along the bond or across it. Why does the bonding orbital make the parallel profile narrower than the perpendicular one, and in what sense does the parallel profile oscillate?

## Answer

### The mechanism: two amplitudes and one phase

In Compton scattering a photon transfers a momentum $\mathbf k$ to an electron. In the impulse approximation the electron is treated as free during the collision. In atomic units its energy then rises by

$$\frac{|\mathbf p+\mathbf k|^2}{2}-\frac{p^2}{2}=\frac{k^2}{2}+\mathbf k\cdot\mathbf p .$$

The energy transfer therefore reveals one component of the initial momentum, $q=\mathbf p\cdot\mathbf e$, with $\mathbf e$ the unit vector along $\mathbf k$. The distribution of this component is the Compton profile,

$$J(q)=\int n(\mathbf p)\,\delta(\mathbf p\cdot\mathbf e-q)\,d^3p ,$$

where $n(\mathbf p)$ is the momentum density. For H$_2$ it is normalized to two electrons, so $\int_{-\infty}^{\infty}J\,dq=2$. Momenta are in units of $\hbar/a_0$.

Let the nuclei be fixed at $\pm\mathbf R/2$ on the $z$ axis, and let both electrons occupy the bonding orbital

$$\psi=\frac{\chi_A+\chi_B}{\sqrt{2(1+S)}},\qquad \chi(r)=\sqrt{\frac{\zeta^3}{\pi}}\,e^{-\zeta r},\qquad S=\langle\chi_A|\chi_B\rangle .$$

The normalization follows from $\langle\chi_A+\chi_B|\chi_A+\chi_B\rangle=2+2S$.

An electron of given momentum can come from either atomic function, and the two amplitudes add. Displacing a function by $\mathbf d$ multiplies its Fourier transform by $e^{-i\mathbf p\cdot\mathbf d}$, hence

$$\tilde\psi(\mathbf p)=\tilde\chi(p)\,\frac{e^{-i\mathbf p\cdot\mathbf R/2}+e^{i\mathbf p\cdot\mathbf R/2}}{\sqrt{2(1+S)}}=\tilde\chi(p)\,\frac{2\cos(\mathbf p\cdot\mathbf R/2)}{\sqrt{2(1+S)}} .$$

Squaring, multiplying by two electrons and using $2\cos^2(x/2)=1+\cos x$ gives

$$n(\mathbf p)=\frac{4|\tilde\chi|^2\cos^2(\mathbf p\cdot\mathbf R/2)}{1+S}=2|\tilde\chi(p)|^2\,\frac{1+\cos\mathbf p\cdot\mathbf R}{1+S}.$$

The atomic density $|\tilde\chi|^2$ is isotropic, so in this model all directional dependence comes from the cosine. Momentum across the bond produces no phase difference. Momentum along the bond does, and the amplitudes cancel when $p_zR=\pi$. Interference thus removes electrons whose momentum along the bond is near $\pi/R$ (or an odd multiple of it), while near $p_z=0$ and $p_z=2\pi/R$ the amplitudes add.

### The atomic profile

With the convention $\tilde\chi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\chi\,d^3r$, the angular integral leaves

$$\int e^{-i\mathbf p\cdot\mathbf r}e^{-\zeta r}d^3r=\frac{4\pi}{p}\,\mathrm{Im}\int_0^\infty r\,e^{-(\zeta-ip)r}dr=\frac{4\pi}{p}\,\mathrm{Im}\frac{(\zeta+ip)^2}{(p^2+\zeta^2)^2}=\frac{8\pi\zeta}{(p^2+\zeta^2)^2}.$$

Including the prefactors and squaring,

$$|\tilde\chi(p)|^2=\frac{1}{8\pi^3}\,\frac{\zeta^3}{\pi}\,\frac{64\pi^2\zeta^2}{(p^2+\zeta^2)^4}=\frac{8\zeta^5}{\pi^2(p^2+\zeta^2)^4}.$$

For the profile, fix one component at $q$ and integrate over the other two, whose length is $k$. With $a^2=q^2+\zeta^2$ and $t=k^2$,

$$J_{1s}(q)=\frac{8\zeta^5}{\pi^2}\,\pi\int_0^\infty\frac{dt}{(t+a^2)^4}=\frac{8\zeta^5}{3\pi(q^2+\zeta^2)^3}.$$

This is the profile of one electron in one atomic function.

### Along the bond: the phase survives

For $\mathbf e$ along $z$, every point in the plane of integration has $p_z=q$. The interference factor is constant on that plane and comes out of the integral:

$$J_\parallel(q)=2J_{1s}(q)\,\frac{1+\cos qR}{1+S}=\frac{4J_{1s}(q)}{1+S}\cos^2\frac{qR}{2}.$$

The zeros lie at $q=(2m+1)\pi/R$ with integer $m$. Divided by its value at $q=0$, this profile is the normalized atomic profile times $\cos^2(qR/2)\le1$. It therefore lies nowhere above the normalized profile of an atom with the same $\zeta$.

### Across the bond: the phase is averaged

For $\mathbf e$ along $x$, the plane $p_x=q$ contains all values of $p_z$, so the cosine must be averaged. Write

$$\frac{1}{(k^2+a^2)^4}=\frac16\int_0^\infty t^3e^{-t(k^2+a^2)}dt,\qquad \int e^{-tk^2}\cos(k_zR)\,d^2k=\frac{\pi}{t}e^{-R^2/4t}.$$

The cosine part of the plane integral is then

$$\frac{8\zeta^5}{6\pi}\int_0^\infty t^2e^{-ta^2-R^2/4t}dt .$$

Dividing by $J_{1s}=8\zeta^5/(3\pi a^6)$ and substituting $s=a^2t$ gives the average of the cosine as a function of $x=aR$:

$$g(x)=\frac12\int_0^\infty s^2e^{-s-x^2/4s}\,ds=\frac{x^3K_3(x)}{8}.$$

The last form uses the integral representation of the modified Bessel function $K_3$. The integral itself shows what matters: $g$ is positive, decreases with $x$, and is below one for $x>0$, because $\frac12\int_0^\infty s^2e^{-s}ds=1$. Hence

$$J_\perp(q)=2J_{1s}(q)\,\frac{1+g(aR)}{1+S}.$$

Both $J_{1s}$ and $g(aR)$ decrease as $q$ grows from zero. The perpendicular profile therefore falls monotonically and has no zeros. Since $g<1$, the parallel profile is the higher of the two at $q=0$.

### Proof of the narrowing

A higher peak with equal area suggests a narrower profile, but does not prove it. The second moment gives a definite measure. It needs the overlap, which is the cosine transform of the atomic profile:

$$S(R)=\int|\tilde\chi|^2\cos(p_zR)\,d^3p=\int_{-\infty}^{\infty}J_{1s}(q)\cos qR\,dq .$$

Start from $\int\cos(qR)/(q^2+b)\,dq=\pi e^{-\sqrt b R}/\sqrt b$ and differentiate twice with respect to $b=\zeta^2$, using $d/db=(2\zeta)^{-1}d/d\zeta$. With $w=\zeta R$, the first derivative of the right side is $-\pi e^{-w}(1+w)/(2\zeta^3)$, and the second is $\pi e^{-w}(3+3w+w^2)/(4\zeta^5)$. The second derivative of the left side is $2\int\cos(qR)/(q^2+b)^3dq$. Therefore

$$S=\frac{8\zeta^5}{3\pi}\,\frac{\pi e^{-w}(3+3w+w^2)}{8\zeta^5}=e^{-w}\left(1+w+\frac{w^2}{3}\right).$$

Its derivatives with respect to $R$ are

$$S'=-\frac{\zeta}{3}e^{-w}(w+w^2),\qquad S''=-\frac{\zeta^2}{3}e^{-w}(1+w-w^2).$$

Differentiating the cosine transform twice along the bond brings down $-p_z^2$, so the interference part of $\langle p_z^2\rangle$ is $-S''$. For $p_x^2$, displace one nucleus sideways by $X$. The distance becomes $\sqrt{R^2+X^2}\approx R+X^2/2R$, so the second derivative with respect to $X$ at $X=0$ is $S'/R$, and the interference part of $\langle p_x^2\rangle$ is $-S'/R$. The atomic part is $-S''(0)=\zeta^2/3$ in both directions. Per electron,

$$\langle p_z^2\rangle=\frac{\zeta^2}{3}\,\frac{1+e^{-w}(1+w-w^2)}{1+S},\qquad \langle p_x^2\rangle=\frac{\zeta^2}{3}\,\frac{1+e^{-w}(1+w)}{1+S},$$

and the difference is

$$\langle p_x^2\rangle-\langle p_z^2\rangle=\frac{\zeta^2w^2e^{-w}}{3(1+S)}>0 .$$

Within this model the parallel profile has the smaller second moment at every bond length $R>0$.

The antibonding orbital $(\chi_A-\chi_B)/\sqrt{2(1-S)}$ shows that the sign of the interference decides the matter. Its factor is $(1-\cos\mathbf p\cdot\mathbf R)/(1-S)$, so the interference parts change sign and $1+S$ becomes $1-S$. Now $\langle p_z^2\rangle$ exceeds $\langle p_x^2\rangle$ by $\zeta^2w^2e^{-w}/[3(1-S)]$. For $1s$ functions, two centres alone do not narrow the parallel profile; adding their amplitudes with equal sign does. The sign rule is tied to $s$ functions. For two $2p_z$ functions along the bond at typical bond lengths, the opposite-sign combination is the bonding one, and it is the one with the smaller $\langle p_z^2\rangle$.

### Numbers for H$_2$

Take $R=1.40$ bohr. Minimizing the restricted Hartree–Fock energy, with $\chi$ represented by six Gaussians, gives $\zeta=1.19$ after rounding. Then $w=1.19\times1.40=1.666$, $S=0.6787$, and $g=0.7322$ at $q=0$. Two electrons in an atomic function with this $\zeta$ would give $2J_{1s}(0)=1.4266$, so

$$J_\parallel(0)=1.4266\times\frac{2}{1.6787}=1.700,\qquad J_\perp(0)=1.4266\times\frac{1.7322}{1.6787}=1.472 .$$

The widths in atomic units, with second moments per electron, are:

| Profile | Half width at half maximum | Second moment |
|---|---|---|
| H$_2$, parallel | 0.534 | 0.275 |
| H$_2$, perpendicular | 0.592 | 0.423 |
| Atom, $\zeta=1.19$ | 0.607 | 0.472 |
| Free atom, $\zeta=1$ | 0.510 | 0.333 |

In this model the parallel half width is about 10% smaller than the perpendicular one; correlated calculations in triple- and quadruple-zeta bases give 6 to 8%. Against the free atom, the answer depends on the measure: the parallel profile has a smaller second moment but a slightly larger half width. Two effects compete here. The larger exponent contracts the atomic functions in space and broadens their profile equally in all directions. Interference then narrows the parallel profile. At this bond length the factor $\cos^2(qR/2)$ is still close to one over the central peak and falls towards its first zero further out, so it reduces the second moment, which weights large $q$, more strongly (to 0.58 of the atomic value) than the half width (to 0.88). For a long bond the order reverses: at $R=6$ and the same $\zeta$ the ratios are 0.95 and 0.40.

For the antibonding orbital the second moments are 1.500 along the bond and 0.729 across it, in the reversed order.

### Where the oscillation is visible

The two profiles cross where $\cos qR=g(aR)$, first at $q=0.584$. The parallel profile reaches its first zero at

$$q=\frac{\pi}{R}=2.244\ \text{a.u.}=4.24\ \text{Å}^{-1}.$$

There $J_\perp=0.0118$, already less than 1% of its peak. The cosine modulates a steeply falling envelope, so the parallel profile shows a faster initial fall, a zero and a faint second hump. To locate the hump, set the derivative of $\ln J_\parallel$ to zero:

$$-\frac{6q}{q^2+\zeta^2}-R\tan\frac{qR}{2}=0 .$$

The tangent must be negative, which places the first hump after the zero between $\pi/R$ and $2\pi/R$. It lies at $q=3.26$, well below $2\pi/R=4.49$, because the envelope falls so quickly. Its height is $1.18\times10^{-3}$, or 0.07% of the central peak. The oscillation has its full swing in the ratio $J_\parallel/(2J_{1s})$, which runs between zero and $2/(1+S)=1.19$.

### What correlation does to the zero

The complete cancellation requires both electrons to be in the bonding orbital. Full configuration interaction in the same basis also admits the antibonding orbital. The ground state has definite inversion symmetry, so its one-electron density matrix does not mix the two orbitals, and their momentum densities add with occupations $n_g+n_u=2$:

$$J_\parallel=J_{1s}\left[n_g\frac{1+\cos qR}{1+S}+n_u\frac{1-\cos qR}{1-S}\right].$$

At $q=\pi/R$ the first term vanishes and the second leaves $2n_uJ_{1s}/(1-S)$. With $n_u=0.02513$ (six-Gaussian value; the exact Slater function gives 0.02514) and $2J_{1s}=0.01509$ at this momentum,

$$J_\parallel(\pi/R)=\frac{0.02513\times0.01509}{1-0.6787}=1.18\times10^{-3}.$$

This is about as large as the second hump of the uncorrelated profile, so correlation cannot be neglected in this region.

It matters still more when the bond is stretched. As $R\to\infty$ at fixed $\zeta$, the single-determinant result tends to $2J_{1s}(1+\cos qR)$, with fringes that separated atoms cannot have. The ground state in this basis instead has one electron on each atom, $n_g=n_u=1$ and $S\to0$. The cosines cancel and $J_\parallel\to2J_{1s}$. In the opposite limit, $R\to0$ at fixed $\zeta$, both $S$ and $g$ at fixed $q$ tend to one, and both bonding profiles tend to $2J_{1s}$.

### What survives in a larger basis

In the cc-pVTZ basis, Hartree–Fock gives a lowest ratio $J_\parallel/J_\perp$ of 0.001 on a grid of step 0.05 for $q$ between 1 and 4, and full configuration interaction gives 0.09. Because the dip is sampled on a grid, these are upper bounds on the true minima; the Hartree–Fock value shows only that the cancellation is nearly complete. Both minima lie near $q=2.45$ instead of 2.24. The position is known only to within the grid step, and the two-function model does not account for the shift.

The narrowing remains. Full configuration interaction gives $\langle p_z^2\rangle=0.303$ and $\langle p_x^2\rangle=0.434$ per electron, with peak heights of 1.66 along the bond and 1.48 across it. The parallel peak still depends on the basis by 0.01 to 0.02 (1.645 in aug-cc-pVTZ, 1.654 in cc-pVQZ), while the perpendicular one stays at 1.48. In these bases the antibonding natural orbital has occupation 0.020 and supplies about three quarters of $J_\parallel$ at $q=2.45$. These values still omit nuclear vibration, the remaining basis error and corrections to the impulse approximation. Vibration matters at the dip: averaging the uncorrelated two-function profile at fixed $\zeta$ over a Morse ground state fills the zero to about $7\times10^{-4}$, more than half of the filling by correlation. All directional profiles also assume a fixed molecular axis. A randomly oriented sample gives $J(q)=2\pi\int_{|q|}^\infty p\,\bar n(p)\,dp$, with $\bar n$ the angular average of $n$. This falls monotonically in $|q|$ and has neither a zero nor a second hump. The numerical check checks the profile formulas by direct integration and the filling of the zero from a computed density matrix.

## Calculated quantities

```
bond length R = 1.40 bohr
energy-optimized exponent = 1.1896 1/bohr
exponent used, zeta = 1.19 1/bohr
w = zeta R = 1.6660
overlap S = 0.6787
g at q=0 = 0.7322
Minimal-basis profiles, all in atomic units:
2 J1s(0), same zeta = 1.4266
2 J1s(0), free atoms = 1.6977
J_par(0) = 1.6996
J_perp(0) = 1.4720
half width at half maximum, parallel = 0.5339
half width at half maximum, perpendicular = 0.5924
half width, atom with same zeta = 0.6067
half width, free atom = 0.5098
<p_z^2> per electron, bonding = 0.2754
<p_x^2> per electron, bonding = 0.4229
difference <p_x^2>-<p_z^2> = 0.1475
<p_z^2>, atom with same zeta = 0.4720
<p_z^2>, free atom = 0.3333
<p_z^2> per electron, antibonding = 1.4997
<p_x^2> per electron, antibonding = 0.7290
first crossing of the profiles, q = 0.5839
first zero of J_par, q = 2.2440
first zero in 1/angstrom = 4.241
J_perp at that q = 0.01175
2 J1s at that q, same zeta = 0.01509
second hump of J_par, q = 3.2604
2 pi/R = 4.4880
height of second hump = 1.177e-03
hump height / J_par(0) = 6.926e-04
Full CI in the minimal basis:
antibonding occupation n_u = 0.02513 electrons
J_par at first zero, from formula = 1.180e-03
J_par at first zero, density matrix = 1.181e-03
RHF/cc-pVTZ: J_par(0) = 1.6890, J_perp(0) = 1.5063
RHF/cc-pVTZ: <p_z^2> = 0.286, <p_x^2> = 0.419
RHF/cc-pVTZ: lowest J_par/J_perp = 0.001 at q = 2.45
FCI/cc-pVTZ: J_par(0) = 1.6629, J_perp(0) = 1.4837
FCI/cc-pVTZ: <p_z^2> = 0.303, <p_x^2> = 0.434
FCI/cc-pVTZ: lowest J_par/J_perp = 0.092 at q = 2.45
```
